# Energy, eigenvalue, dipole and force errors of an unconverged self-consistent field, part 3

This part ends the remarks on a theorem about errors of an unconverged closed-shell RHF density, then tests it numerically. Atomic units are used; $i,j$ are occupied ($n_o$ orbitals), $a,b$ virtual ($n_v$). The vector $\kappa_{ai}$ rotates converged orbitals into current ones; $\delta D=D-D_0$; $F_0$ is the converged Fock matrix, with levels $\varepsilon_p$. Admissible means $\operatorname{tr}D=2n_o$, $(D/2)^2=D/2$.

$$\Omega_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij},\qquad W_{ai,bj}=4(ai|bj)-(ab|ij)-(aj|bi),$$

$$M=\Omega+W,\qquad H=4M.$$

(A3): $H$ is positive definite, lowest eigenvalue $h_{\min}>0$.

For $Q=\varepsilon_p,\ \mu,\ \mathcal F$ (eigenvalue, dipole, Hellmann–Feynman force):

(a) $\Delta E=E[D]-E_0=\tfrac12\kappa^TH\kappa+O(3)$.

(b) $\delta Q=g_Q\cdot\kappa+O(2)$, with $h'=\partial h/\partial R_A$ and

$$(g_\varepsilon)_{ai}=4(pp|ai)-2(pa|pi),\qquad (g_\mu)_{ai}=-4z_{ai},\qquad (g_{\mathcal F})_{ai}=-4h'_{ai}.$$

(c) $|\delta Q|\le\sqrt{2S_Q\,\Delta E}+O(\Delta E)$, $S_Q=g_Q^TH^{-1}g_Q$, from

$$|g\cdot\kappa|=|(H^{-1/2}g)\cdot(H^{1/2}\kappa)|\le\sqrt{g^TH^{-1}g}\,\sqrt{\kappa^TH\kappa}.$$

(d) $S_\mu=\alpha_{zz}$, the static polarizability; $S_{\mathcal F}=k_{\rm fr}-k_{\rm rel}$, the energy curvatures in $R_A$ at frozen and self-consistent density.

(e) For level shift $b$, $P=\Omega+b$, $\lambda<1$ the spectral radius of $1-P^{-1}M$, and $\tau=E_n-E_{n+1}$, to leading order

$$\Delta E_{n+1}\le\frac{\lambda^2}{1-\lambda^2}\,\tau,\qquad |\delta Q_{n+1}|\le\sqrt{\frac{2S_Q\lambda^2}{1-\lambda^2}\,\tau}.$$

Its proof uses $Mv_k=\nu_kPv_k$, $v_k^TPv_l=\delta_{kl}$, $\kappa_n=\sum_kc_kv_k$, $\lambda=\max_k|1-\nu_k|$ and

$$\Delta E_n=2\sum_k\nu_kc_k^2,\qquad \Delta E_{n+1}=2\sum_k\nu_kc_k^2(1-\nu_k)^2\le\lambda^2\Delta E_n.$$

Lemma 1: $\|\delta D\|=2\sqrt2\,|\kappa|+O(3)$.

Corollary 1: $|\delta\mathcal F|\le\eta$ is guaranteed at leading order by $\Delta E\le\eta^2/(2S_{\mathcal F})$, or $\tau\le\eta^2(1-\lambda^2)/(2S_{\mathcal F}\lambda^2)$.

Corollary 3: the corrected force $\mathcal F(D)-\tilde g^T\tilde M^{-1}r$, from current orbitals and the residual $r=M\kappa+O(2)$, has error $O(2)$.

Remark 1: the Rayleigh quotient of fixed $F_0$ has a second-order error.

Remark 2: the non-idempotent $\delta D=2t\,(e_Le_L^T-e_He_H^T)$ (lowest virtual $L$, highest occupied $H$) gives $\Delta E=2t(\varepsilon_L-\varepsilon_H)+O(t^2)$.

Remark 3: the Harris–Foulkes energy error is second order.

Remark 4: with an inversion centre, $z_{ai}$ requires opposite parity of $a,i$, and $g_\varepsilon$ equal parity.

Remark 5: the force with Pulay terms has its own $g$ and $S$; at convergence it equals the Hellmann–Feynman force if derivatives of moved basis functions lie in the basis span.

Remark 6: for Kohn–Sham theory without exact exchange, $W_{ai,bj}=4(ai|bj)+4(ai|f_{xc}|bj)$.

**8. Slow convergence.** For large shift, $P\approx b$ and $\nu_{\min}\approx h_{\min}/(4b)$, so $1-\lambda^2\approx2\nu_{\min}$ and the factor in (e) grows as $2b/h_{\min}$. A small energy change then reflects a short step. In the opposite limit $\lambda\to0$ the error is far below $\tau$. Part (e) is proved for the level-shifted map; schemes that use several past iterates, such as DIIS, need their own relation between $\tau$ and $\Delta E$, whereas (c) holds for any admissible density however obtained.

**9. System size.** For $N_c$ non-interacting copies of a molecule, $H$ is block diagonal and $g_{\mathcal F}$ lives in the block of the copy that holds atom $A$, so $S_{\mathcal F}$ is independent of $N_c$. The worst case puts the whole error in that copy. The energy in (c) is therefore the total error, and a threshold set per copy weakens the guaranteed force accuracy by $\sqrt{N_c}$ in this model.

## Worked example: an asymmetric H$_4$ chain

Four hydrogen atoms lie on the $z$ axis at $0$, $1.4$, $3.6$ and $5.2$ bohr. The level is RHF/6-311G, with 12 functions, all of $s$ type, orthonormalised symmetrically and held fixed. With $n_o=2$ and $n_v=10$, $\kappa$ has 20 components. The unequal outer bonds remove the inversion centre, so no coefficient vanishes by symmetry. The eigenvalue is that of the highest occupied orbital and the force is on the second atom. The digits quoted serve to compare formulas with definitions inside this model; they are not predictions for real H$_4$. The program and its output follow the text.

**Reference state.** $E_0=-2.22411986\ E_h$, $\varepsilon_H=-0.503429\ E_h$ and $\varepsilon_L=0.153738\ E_h$, so the gap is $0.153738+0.503429=0.657167\ E_h$. The lowest eigenvalue of $H$ is $h_{\min}=1.81822\ E_h$, which confirms (A3) within real closed-shell rotations. The dipole is $-0.046541\ e\,\text{bohr}$, or $-0.11829$ D. The Hellmann–Feynman force is $0.020734\ E_h/\text{bohr}$, or $1.066$ eV/Å, and the finite-difference slope of the self-consistent energy with the nucleus moved in the fixed basis gives the same $0.020734\ E_h/\text{bohr}$.

The force with Pulay terms is $-0.038622\ E_h/\text{bohr}$, opposite in sign. The program tests it against moving-basis energies, so each force is the correct slope of its own curve. The condition of Remark 5 for agreement is not met, because the derivative of an $s$ Gaussian with respect to its centre is a $p_z$ Gaussian and the basis has none. Adding these derivative functions on all atoms brings the two forces to $-0.0412$ and $-0.0413\ E_h/\text{bohr}$. The fixed-basis force and curvatures below are therefore properties of the fixed-basis model, and they depend strongly on the basis: in 6-311G** and cc-pVTZ the Hellmann–Feynman force is $-0.0274$ and $-0.0366\ E_h/\text{bohr}$, and $S_{\mathcal F}$ rises from $0.375$ to $0.871$ and $1.116\ E_h/\text{bohr}^2$, while the dipole and $S_\mu$ move by less than $1\%$. For the force with Pulay terms the constant of Remark 5 is $0.164$, $0.159$ and $0.153\ E_h/\text{bohr}^2$ in these three bases, so in 6-311G its bound at $\Delta E=10^{-6}\ E_h$ is about $1.5\%$ of that force.

**Coefficients and orders.** Along a random unit vector $u$, with $\kappa=tu$, the formula gives $u^THu=8.849312\ E_h$ and the second difference of the energy gives $8.849310\ E_h$. The linear coefficients from the formulas agree with central differences in all printed digits: $0.052419\ E_h$ for the eigenvalue, $-0.875125\ e\,\text{bohr}$ for the dipole and $-0.127767\ E_h/\text{bohr}$ for the force. At $t=10^{-4}$ this means

$$\Delta E=\tfrac12\times8.8493\times10^{-8}=4.42\times10^{-8}\ E_h,\qquad \delta\mathcal F=-0.127767\times10^{-4}=-1.28\times10^{-5}\ E_h/\text{bohr}.$$

The order of each error was tested as the slope of $\ln|\text{error}|$ against $\ln t$ between two values of $t$ a decade apart.

| Quantity | Slope |
|---|---|
| RHF energy | 2.0000 |
| RHF eigenvalue | 1.0003 |
| RHF dipole | 0.9997 |
| RHF Hellmann–Feynman force | 1.0002 |
| RHF force with Pulay terms | 1.0000 |
| Rayleigh quotient of fixed $F_0$ | 2.0000 |
| Dipole, $\kappa\perp g_\mu$ | 2.0001 |
| Harris–Foulkes energy | 2.0000 |
| Corrected force | 1.9963 |
| LDA energy | 2.000 |
| LDA eigenvalue, dipole, force | 1.001, 0.998, 1.000 |

An error $ct^m(1+c't)$ has a two-point slope $m+c'(t_1-t_2)/\ln(t_1/t_2)$ for small $t$, so small departures from integers are expected from the next order. The LDA rows use Slater exchange with VWN correlation and test the orders only, not the kernel formula of Remark 6. For the non-idempotent error of Remark 2 the energy gives $\Delta E/t=1.31433\ E_h$, equal to $2\times0.657167=1.31433\ E_h$.

**The constants $S_Q$.** The formula gives $S_\mu=19.8719\ \text{bohr}^3$ and the finite-field polarizability is $19.8722\ \text{bohr}^3$, a difference of $3$ in the last printed digit, of order $10^{-5}$ relative to $S_\mu$. For the force, $k_{\rm fr}-k_{\rm rel}=2.17645-1.80120=0.37525\ E_h/\text{bohr}^2$, equal to the formula value $S_{\mathcal F}=0.37525\ E_h/\text{bohr}^2$. For the eigenvalue $S_\varepsilon=0.028206\ E_h$. With errors and energies computed from their definitions, the ratio $|\delta Q|/\sqrt{2S_Q\Delta E}$ is $1.0000$ along $H^{-1}g_Q$ for all three quantities. Over 200 random directions its largest values are $0.545$, $0.370$ and $0.440$ for eigenvalue, dipole and force. For the direction $u$ above, the force bound is $\sqrt{2\times0.37525\times4.42\times10^{-8}}=1.82\times10^{-4}\ E_h/\text{bohr}$, and the actual error is $0.070$ of it.

**Worst cases.** For $\Delta E=10^{-6}\ E_h$ the leading-order bounds are

$$|\delta\varepsilon|\le\sqrt{2\times0.028206\times10^{-6}}=2.375\times10^{-4}\ E_h,$$

$$|\delta\mu|\le\sqrt{2\times19.8719\times10^{-6}}=6.304\times10^{-3}\ e\,\text{bohr}=1.602\times10^{-2}\ \text{D},$$

$$|\delta\mathcal F|\le\sqrt{2\times0.37525\times10^{-6}}=8.663\times10^{-4}\ E_h/\text{bohr}=4.455\times10^{-2}\ \text{eV/Å}.$$

The force bound is $8.663\times10^{-4}/0.020734=4.2\%$ of the converged force and the dipole bound is $6.304\times10^{-3}/0.046541=14\%$ of the converged dipole magnitude, while the energy error is $4.5\times10^{-7}$ of $|E_0|$. At $\Delta E=10^{-8}\ E_h$ every bound is ten times smaller, the force bound being $8.663\times10^{-5}\ E_h/\text{bohr}$. To guarantee $10^{-4}\ E_h/\text{bohr}$, or $5.142\times10^{-3}$ eV/Å, Corollary 1 asks for $\Delta E\le10^{-8}/(2\times0.37525)=1.332\times10^{-8}\ E_h$.

**Convergence rate.** With $b=1.0\ E_h$ the spectral radius is $\lambda=0.72911$, so $\lambda^2=0.53161$; one actual iteration started along the corresponding mode reduces the energy error by $0.53161$. The factor in (e) is $0.53161/(1-0.53161)=1.1350$, and the force target above requires $\tau\le1.332\times10^{-8}/1.1350=1.17\times10^{-8}\ E_h$. The size of $\lambda$ can be bounded from the reference data. The smallest $\nu$ is the minimum of $v^TMv/v^TPv$. For the unit lowest eigenvector of $M$ the numerator is $h_{\min}/4=0.45456\ E_h$ and the denominator is at least the smallest element of $P$, $0.657167+1.0=1.657167\ E_h$. So $\nu_{\min}\le0.2743$ and $\lambda\ge1-\nu_{\min}\ge0.7257$, just below the printed value.

**An actual SCF run.** The iteration starts from the eigenvectors of $h$ and is examined at the first step where $\tau$ falls below each threshold. Energies are in $E_h$.

| Threshold | Iteration | $\tau$ | $\Delta E$ | $1.1350\,\tau$ |
|---|---|---|---|---|
| $10^{-5}$ | 12 | $4.965\times10^{-6}$ | $4.172\times10^{-6}$ | $5.635\times10^{-6}$ |
| $10^{-7}$ | 18 | $4.929\times10^{-8}$ | $4.567\times10^{-8}$ | $5.594\times10^{-8}$ |
| $10^{-9}$ | 24 | $6.520\times10^{-10}$ | $6.528\times10^{-10}$ | $7.400\times10^{-10}$ |
| $10^{-11}$ | 31 | $5.481\times10^{-12}$ | $5.848\times10^{-12}$ | $6.221\times10^{-12}$ |

The true error is $0.74$, $0.82$, $0.88$ and $0.94$ of its bound. The approach toward one follows from the mode expansion in the proof of (e): faster modes die first, and equality holds when only the slowest is left. At the last two stops $\Delta E$ exceeds $\tau$, so the energy change alone understates the error there. Part (a) and Lemma 1 also imply $\Delta E\ge\tfrac12h_{\min}\|\delta D\|^2/8$, that is $\Delta E/\|\delta D\|^2\ge1.81822/16=0.1136\ E_h$ at leading order. The first stop has $4.172\times10^{-6}/(5.455\times10^{-3})^2=0.140\ E_h$ and the last $5.848\times10^{-12}/(7.011\times10^{-6})^2=0.119\ E_h$.

The force errors, in $E_h/\text{bohr}$, with the last column in $E_h^{1/2}/\text{bohr}$, are these.

| Threshold | $\delta\mathcal F$ | Bound from $\Delta E$ | Bound from $\tau$ | $\lvert\delta\mathcal F\rvert/\sqrt{\Delta E}$ |
|---|---|---|---|---|
| $10^{-5}$ | $-2.496\times10^{-4}$ | $1.770\times10^{-3}$ | $2.057\times10^{-3}$ | 0.1222 |
| $10^{-7}$ | $-3.233\times10^{-5}$ | $1.851\times10^{-4}$ | $2.049\times10^{-4}$ | 0.1513 |
| $10^{-9}$ | $-4.120\times10^{-6}$ | $2.213\times10^{-5}$ | $2.357\times10^{-5}$ | 0.1613 |
| $10^{-11}$ | $-3.730\times10^{-7}$ | $2.095\times10^{-6}$ | $2.161\times10^{-6}$ | 0.1543 |

At the first stop, for instance, $\sqrt{2\times0.37525\times4.172\times10^{-6}}=1.770\times10^{-3}$ and $\sqrt{2\times0.37525\times5.635\times10^{-6}}=2.06\times10^{-3}$, and the actual error of $-2.496\times10^{-4}\ E_h/\text{bohr}$ is $-1.283\times10^{-2}$ eV/Å, or $1.2\%$ of the converged force. The last column stays between $0.12$ and $0.17$ while $\Delta E$ falls by a factor $4.172\times10^{-6}/5.848\times10^{-12}=7.13\times10^{5}$. It is to be compared with its ceiling $\sqrt{2S_{\mathcal F}}=0.8663$, so at these four stops the force error is between $0.14$ and $0.19$ of the bound. The overall exponent from first to last stop is

$$\frac{\ln(2.496\times10^{-4}/3.730\times10^{-7})}{\ln(7.13\times10^{5})}=\frac{6.506}{13.478}=0.483 .$$

The exponent is not exactly one half, and the last column is not monotonic: it rises to $0.1613$ and then falls to $0.1543$. The theorem allows this, because the direction of $\kappa$ changes along the run. At leading order, counting $m$ steps from some iterate in the linear regime,

$$\frac{\delta Q}{\sqrt{\Delta E}}=\frac{\sum_kc_k\,(g_Q\cdot v_k)(1-\nu_k)^m}{\big[2\sum_k\nu_kc_k^2(1-\nu_k)^{2m}\big]^{1/2}},$$

which tends in magnitude to the constant $|g_Q\cdot v|/\sqrt{2\nu}$ of the slowest mode only as $m\to\infty$. The program tests at each stop that $\delta Q$ equals $g_Q\cdot\kappa$ to within $5\%$ of the bound, and that the bounds on $\Delta E$ and $\delta Q$ hold with $5\%$ slack. It does not resolve the modes, so it shows neither which modes produce the maximum nor the value of the limit; the range $0.12$ to $0.17$ describes these four stops only and is not to be read as that limit.

The other two quantities depart further from the exponent one half, in opposite directions. The dipole error falls from $4.932\times10^{-3}$ to $1.227\times10^{-5}\ e\,\text{bohr}$, an exponent of $\ln(402)/13.478=0.445$. Its bounds at the two ends are $\sqrt{2\times19.8719\times4.172\times10^{-6}}=1.288\times10^{-2}$ and $\sqrt{2\times19.8719\times5.848\times10^{-12}}=1.525\times10^{-5}\ e\,\text{bohr}$, so the error climbs from $0.38$ to $0.80$ of the bound. The eigenvalue error falls from $2.766\times10^{-4}$ to $6.934\times10^{-8}\ E_h$, an exponent of $\ln(3989)/13.478=0.615$. Its bounds are $\sqrt{2\times0.028206\times4.172\times10^{-6}}=4.85\times10^{-4}$ and $\sqrt{2\times0.028206\times5.848\times10^{-12}}=5.74\times10^{-7}\ E_h$, so the error drops from $0.57$ to $0.12$ of the bound. Since $g_Q\cdot\kappa=(H^{-1}g_Q)^TH\kappa$, the Cauchy–Schwarz step in (c) shows that these ratios are, at leading order in $\kappa$, the magnitudes of the cosines, in the metric of $H$, of the angles between $\kappa$ and the response vectors $H^{-1}g_Q$. The numbers show that the surviving error turns toward the field response $H^{-1}g_\mu$ and away from $H^{-1}g_\varepsilon$. A conjecture consistent with Remark 4 is that the chain, whose outer bonds of $1.4$ and $1.6$ bohr make it nearly centrosymmetric, has a slowest mode of nearly odd parity, which couples to $z$ and would not couple to $g_\varepsilon$ at all in the symmetric limit.

## Table of computed values

```
H4 z = [0.0, 1.4, 3.6, 5.2] bohr, RHF/6-311G, 12 functions, force on atom 2
E0 = -2.22411986 Eh; eps_HOMO = -0.503429, eps_LUMO = 0.153738 Eh
lowest eigenvalue of H = 1.81822 Eh
mu_z = -0.046541 e bohr = -0.11829 D
F_HF = 0.020734 Eh/bohr = 1.06620 eV/A
u.H.u = 8.849312 Eh, finite difference 8.849310 Eh
g.u for eps (Eh): formula 0.052419, finite difference 0.052419
g.u for mu (e bohr): formula -0.875125, finite difference -0.875125
g.u for F (Eh/bohr): formula -0.127767, finite difference -0.127767
RHF slopes: E 2.0000, eps 1.0003, mu 0.9997, F 1.0002
slope Rayleigh quotient of fixed F0 2.0000; dipole for kappa perp g 2.0001
non-idempotent error: dE/t = 1.31433 Eh, 2*gap = 1.31433 Eh
slope Harris-Foulkes energy 2.0000; residual-corrected force 1.9963
fixed-basis -dE/dR = 0.020734 Eh/bohr
S_eps = 0.028206 Eh
S_mu = 19.8719, finite-field alpha_zz = 19.8722 bohr^3
S_F = 0.37525; curvature frozen 2.17645, relaxed 1.80120 Eh/bohr^2
error/bound along H^-1 g (eps, mu, F): 1.0000, 1.0000, 1.0000
max error/bound, 200 random directions: 0.545, 0.370, 0.440
force with Pulay terms = -0.038622 Eh/bohr, error slope 1.0000
LDA slopes: E 2.000, eps 1.001, mu 0.998, F 1.000
dE = 1e-06 Eh bounds: eps 2.375e-04 Eh, mu 6.304e-03 e bohr, F 8.663e-04 Eh/bohr
   mu 1.602e-02 D, F 4.455e-02 eV/A
dE = 1e-08 Eh bounds: eps 2.375e-05 Eh, mu 6.304e-04 e bohr, F 8.663e-05 Eh/bohr
   mu 1.602e-03 D, F 4.455e-03 eV/A
dF <= 1e-04 Eh/bohr (5.142e-03 eV/A) needs dE <= 1.332e-08 Eh
shift b = 1.0 Eh: lam = 0.72911, lam^2 = 0.53161, slow-mode dE'/dE = 0.53161
lam^2/(1-lam^2) = 1.1350
tol 1e-05 Eh: iter 12, tau 4.965e-06, dE 4.172e-06, dE bound 5.635e-06 Eh
   |dD| 5.455e-03, d_eps 2.766e-04 Eh, d_mu 4.932e-03 e bohr
   dF -2.496e-04, bound(dE) 1.770e-03, bound(tau) 2.057e-03 Eh/bohr
   dF -1.283e-02 eV/A, |dF|/sqrt(dE) 0.1222 Eh^0.5/bohr
tol 1e-07 Eh: iter 18, tau 4.929e-08, dE 4.567e-08, dE bound 5.594e-08 Eh
   |dD| 5.905e-04, d_eps 1.954e-05 Eh, d_mu 7.422e-04 e bohr
   dF -3.233e-05, bound(dE) 1.851e-04, bound(tau) 2.049e-04 Eh/bohr
   dF -1.663e-03 eV/A, |dF|/sqrt(dE) 0.1513 Eh^0.5/bohr
tol 1e-09 Eh: iter 24, tau 6.520e-10, dE 6.528e-10, dE bound 7.400e-10 Eh
   |dD| 7.255e-05, d_eps 1.448e-06 Eh, d_mu 1.119e-04 e bohr
   dF -4.120e-06, bound(dE) 2.213e-05, bound(tau) 2.357e-05 Eh/bohr
   dF -2.119e-04 eV/A, |dF|/sqrt(dE) 0.1613 Eh^0.5/bohr
tol 1e-11 Eh: iter 31, tau 5.481e-12, dE 5.848e-12, dE bound 6.221e-12 Eh
   |dD| 7.011e-06, d_eps 6.934e-08 Eh, d_mu 1.227e-05 e bohr
   dF -3.730e-07, bound(dE) 2.095e-06, bound(tau) 2.161e-06 Eh/bohr
   dF -1.918e-05 eV/A, |dF|/sqrt(dE) 0.1543 Eh^0.5/bohr
sqrt(2 S_F) = 0.8663 Eh^0.5/bohr
```
